**Spin helix at equal Rashba and linear Dresselhaus couplings**

For an electron of mass $m$ in a (001) zinc-blende well, equal Rashba and linear Dresselhaus coefficients, $\alpha=\beta$, give an SU(2) symmetry with wavevector $Q=4m\alpha/\hbar^2$ along [110]. The program counts the linear invariants by group averaging and asserts that C2v allows two, while D2d and C4v allow one each. It diagonalizes the Hamiltonian in a nonseparable potential, and for two interacting electrons, and asserts that the low levels match the spin-free ones up to the predicted constant. Time evolution shows a conserved helix at equality, and a drop of the sampled polarization for unequal couplings or for uniform spin along $z$. Products of spin rotations along classical paths depend on displacement alone at equality, whereas a square loop at $\beta=\alpha/2$ leaves a rotation of 74.8 degrees. Eigenvalues of an angle-resolved kinetic operator are compared with the diffusion formulas at two scattering times. For the model well the output gives a pitch of 4.27 µm, a uniform $z$-spin lifetime of about 54 ps at equality, and a helix rate that vanishes to rounding error. A third-harmonic cubic Dresselhaus field of strength $0.1\alpha$ limits the helix lifetime to about 14.4 ns.

## Numerical verification

```python
"""
Result under test: electrons in a (001) zinc-blende well with
  H = hbar^2 k^2/2m + alpha (ky sx - kx sy) + beta (kx sx - ky sy) + V(r)
have, at alpha = beta, an exact SU(2) symmetry with wavevector
Q = 4 m alpha/hbar^2 along [110]; a spin helix of that wavevector persists.
Symbols: sx, sy, sz Pauli matrices; x, y, z cubic axes; axis 1 = [110],
axis 2 = [-110], axis 3 = z; q_plus, q_minus = 2m(alpha +- beta)/hbar^2;
tau elastic scattering time; D = v^2 tau/2 diffusion constant;
beta3 strength of the third angular harmonic of the cubic Dresselhaus term.
Physical part: meV, nm, ps. Box part: hbar = m = 1, box side 2 pi.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, eigh, eigvalsh
from scipy.optimize import minimize_scalar

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
one = np.eye(2)
s1 = (sx + sy) / np.sqrt(2)
s2 = (sy - sx) / np.sqrt(2)


def so_field(kx, ky, alpha, beta):
    """Coefficients of sx and sy in the spin-orbit Hamiltonian."""
    return alpha * ky + beta * kx, -alpha * kx - beta * ky


# ---- Invariants linear in k, counted by averaging over the point group ----
c2v = [np.diag([1, 1, 1]), np.diag([-1, -1, 1]),
       np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]]),
       np.array([[0, -1, 0], [-1, 0, 0], [0, 0, 1]])]
s4 = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, -1]])
c4 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
groups = {"C2v": c2v, "D2d": c2v + [g @ s4 for g in c2v],
          "C4v": c2v + [g @ c4 for g in c2v]}
rashba = np.array([[0, -1, 0], [1, 0, 0]]).ravel()
dressel = np.array([[1, 0, 0], [0, -1, 0]]).ravel()
projector, n_inv = {}, {}
for name, ops in groups.items():
    projector[name] = np.mean(
        [np.kron(g[:2, :2], np.linalg.det(g) * g) for g in ops], axis=0)
    n_inv[name] = np.linalg.matrix_rank(projector[name], tol=1e-9)
assert (n_inv["C2v"], n_inv["D2d"], n_inv["C4v"]) == (2, 1, 1)
for name, vec in [("C2v", rashba), ("C2v", dressel),
                  ("D2d", dressel), ("C4v", rashba)]:
    assert np.allclose(projector[name] @ vec, vec)

# ---- Model parameters and derived quantities ----
mass_ratio, alpha, density, tau = 0.07, 0.4, 0.005, 0.2
hbar = const.hbar / const.e * 1e15
h2m = const.hbar**2 / (mass_ratio * const.m_e) / const.e * 1e21
kF = np.sqrt(2 * np.pi * density)
v = h2m * kF / hbar
Q = 4 * alpha / h2m
D = v**2 * tau / 2
rng = np.random.default_rng(4)


def h_free(k1, k2, a, b):
    """2x2 Hamiltonian; k1, k2 are components along [110], [-110]."""
    hx, hy = so_field((k1 - k2) / np.sqrt(2), (k1 + k2) / np.sqrt(2), a, b)
    return h2m * (k1**2 + k2**2) / 2 * one + hx * sx + hy * sy


# ---- Rotated form of the coupling, and the shift of the two bands ----
up2, down2 = np.linalg.eigh(s2)[1][:, ::-1].T
for k1, k2 in rng.uniform(-kF, kF, (10, 2)):
    b = 0.3 * alpha
    rotated = (alpha - b) * k2 * s1 - (alpha + b) * k1 * s2
    kinetic = h2m * (k1**2 + k2**2) / 2 * one
    assert np.allclose(h_free(k1, k2, alpha, b), kinetic + rotated)
    h_here = h_free(k1, k2, alpha, alpha)
    h_shift = h_free(k1 + Q, k2, alpha, alpha)
    assert np.allclose(h_here @ s2, s2 @ h_here)
    e_down = np.vdot(down2, h_here @ down2).real
    e_up = np.vdot(up2, h_shift @ up2).real
    assert abs(e_down - e_up) < 1e-10
band = minimize_scalar(
    lambda u: np.linalg.eigvalsh(h_free(u * Q, 0, alpha, alpha))[0] / (h2m * Q**2),
    bounds=(0, 1.5), method="bounded")
band_min = band.fun * h2m * Q**2
assert abs(band.x - 0.5) < 1e-4
assert abs(band_min + h2m * Q**2 / 8) < 1e-6 * h2m * Q**2


# ---- Exact symmetry in a nonseparable potential (dimensionless box) ----
def grid_momentum(n):
    k = np.arange(n) - n // 2
    x = 2 * np.pi * np.arange(n) / n
    f = np.exp(1j * np.outer(x, k)) / np.sqrt(n)
    return x, (f * k) @ f.conj().T


n = 21
x, p = grid_momentum(n)
X1, X2 = np.repeat(x, n), np.tile(x, n)
K1, K2 = np.kron(p, np.eye(n)), np.kron(np.eye(n), p)
potential = (1.2 * np.cos(X1 + 0.3) + 0.9 * np.cos(X2 - 0.5)
             + 0.7 * np.cos(X1 + X2 + 1.1) + 0.5 * np.cos(2 * X1 - X2))
h_scalar = (K1 @ K1 + K2 @ K2) / 2 + np.diag(potential)
Qbox = 2.0


def box_solution(a, b):
    hx, hy = so_field((K1 - K2) / np.sqrt(2), (K1 + K2) / np.sqrt(2), a, b)
    return eigh(np.kron(h_scalar, one) + np.kron(hx, sx) + np.kron(hy, sy))


equal, unequal = box_solution(0.5, 0.5), box_solution(0.75, 0.25)
reference = np.repeat(eigvalsh(h_scalar)[:4], 2)
assert np.max(np.abs(equal[0][:8] - reference + Qbox**2 / 8)) < 1e-5
# With unequal couplings no constant shift maps one spectrum onto the other.
assert np.max(np.abs(np.diff(unequal[0][:8]) - np.diff(reference))) > 1e-3

envelope = np.exp(np.cos(X1 - np.pi) + np.cos(X2 - np.pi))
envelope = envelope / np.linalg.norm(envelope)
spin_up = np.array([1, 0], complex)
uniform = envelope[:, None] * spin_up
helix = envelope[:, None] * (np.cos(Qbox * X1 / 2)[:, None] * spin_up
                             + 1j * np.sin(Qbox * X1 / 2)[:, None] * (s2 @ spin_up))


def spin_history(solution, start, wavevector):
    """Expectation of cos(q x1) s3 - sin(q x1) s1 during the motion."""
    energies, states = solution
    coeff = states.conj().T @ start.ravel()
    values = []
    for t in np.arange(0, 12.1, 0.5):
        psi = (states @ (np.exp(-1j * energies * t) * coeff)).reshape(-1, 2)
        z_part = np.einsum("ia,ab,ib->i", psi.conj(), sz, psi).real
        one_part = np.einsum("ia,ab,ib->i", psi.conj(), s1, psi).real
        values.append(np.sum(np.cos(wavevector * X1) * z_part
                             - np.sin(wavevector * X1) * one_part))
    return np.array(values)


helix_equal = spin_history(equal, helix, Qbox)
helix_unequal = spin_history(unequal, helix, Qbox)
uniform_equal = spin_history(equal, uniform, 0.0)
assert np.max(np.abs(helix_equal - 1)) < 1e-5
assert helix_unequal.min() < 0.9 and uniform_equal.min() < 0.9

# ---- Two interacting electrons moving along [110] ----
n2 = 15
y, p2 = grid_momentum(n2)
hx, hy = so_field(p2 / np.sqrt(2), p2 / np.sqrt(2), 0.5, 0.5)
t_one = p2 @ p2 / 2 + np.diag(0.6 * np.cos(y))
h_one = np.kron(t_one, one) + np.kron(hx, sx) + np.kron(hy, sy)
y_spin = np.repeat(y, 2)


def two_body(h, pos):
    unit = np.eye(len(pos))
    repulsion = np.cos(pos[:, None] - pos[None, :]).ravel()
    return np.kron(h, unit) + np.kron(unit, h) + np.diag(repulsion)


pair_levels = eigvalsh(two_body(h_one, y_spin))[:8]
pair_reference = np.repeat(eigvalsh(two_body(t_one, y))[:2], 4)
assert np.max(np.abs(pair_levels - pair_reference + 2 * Qbox**2 / 8)) < 1e-5


# ---- Spin rotation along classical paths ----
def path_rotation(steps, a, b):
    total = one.astype(complex)
    for d1, d2 in steps:
        length = np.hypot(d1, d2)
        k1, k2 = kF * d1 / length, kF * d2 / length
        hx, hy = so_field((k1 - k2) / np.sqrt(2), (k1 + k2) / np.sqrt(2), a, b)
        total = expm(-1j * (hx * sx + hy * sy) * length / v / hbar) @ total
    return total


steps = rng.normal(0, 1000, (12, 2))
expected = expm(0.5j * Q * steps[:, 0].sum() * s2)
assert np.allclose(path_rotation(steps, alpha, alpha), expected, atol=1e-9)
side = 2000.0
loop = side * np.array([[1, 0], [0, 1], [-1, 0], [0, -1]])
assert np.allclose(path_rotation(loop, alpha, alpha), one, atol=1e-9)
half_trace = np.trace(path_rotation(loop, alpha, alpha / 2)).real / 2
loop_angle = np.degrees(2 * np.arccos(np.clip(half_trace, -1, 1)))
assert loop_angle > 10


# ---- Relaxation rates from the angle-resolved kinetic operator ----
def kinetic_rates(q, a, b, b3=0.0, t=tau, direction=np.pi / 4):
    """Three slowest decay rates (1/ps) for spin waves of wavevector q."""
    m = 24
    phi = 2 * np.pi * (np.arange(m) + 0.5) / m
    fx, fy = so_field(kF * np.cos(phi), kF * np.sin(phi), a, b)
    ox = 2 * (fx + b3 * kF * np.cos(3 * phi)) / hbar
    oy = 2 * (fy + b3 * kF * np.sin(3 * phi)) / hbar
    op = np.zeros((m, 3, m, 3), complex)
    for i in range(m):
        precession = np.array([[0, 0, oy[i]], [0, 0, -ox[i]], [-oy[i], ox[i], 0]])
        drift = 1j * q * v * np.cos(phi[i] - direction)
        op[i, :, i, :] = precession - (drift + 1 / t) * np.eye(3)
    for c in range(3):
        op[:, c, :, c] += 1 / (t * m)
    return np.sort(-np.linalg.eigvals(op.reshape(3 * m, 3 * m)).real)[:3]


def q_pm(b):
    return 2 * (alpha + b) / h2m, 2 * (alpha - b) / h2m


def mode_formula(q, b, diff):
    qp, qm = q_pm(b)
    return diff * (q**2 + qp**2 + qm**2 / 2 - np.sqrt(qm**4 / 4 + 4 * q**2 * qp**2))


# The diffusion formulas drop relative terms of order (Q v tau)^2, so the
# tolerance is tightened when tau is made ten times shorter.
ratios = [0.0, 0.5, 0.8, 0.9]
best = {}
beta3 = 0.1 * alpha
q3 = 2 * beta3 / h2m
for t, tol in [(tau, 0.03), (tau / 10, 1e-3)]:
    diff = v**2 * t / 2
    qp, qm = q_pm(alpha / 2)
    uniform_formula = diff * np.array([qm**2, qp**2, qp**2 + qm**2])
    assert np.allclose(kinetic_rates(0, alpha, alpha / 2, t=t),
                       uniform_formula, rtol=tol)
    for r in ratios:
        b = r * alpha
        qp, qm = q_pm(b)
        for u in (0.7, 1.0, 1.2):
            assert np.isclose(kinetic_rates(u * qp, alpha, b, t=t)[0],
                              mode_formula(u * qp, b, diff), rtol=tol)
        found = minimize_scalar(
            lambda u: kinetic_rates(u * qp, alpha, b, t=t)[0] * t / (qp * v * t)**2,
            bounds=(0.6, 1.4), method="bounded")
        rate = found.fun * (qp * v * t)**2 / t
        best_formula = diff * (qm**2 / 2 - qm**4 / (16 * qp**2))
        assert np.isclose(rate, best_formula, rtol=tol)
        assert np.isclose(found.x**2, 1 - qm**4 / (16 * qp**4), rtol=tol)
        if t == tau:
            best[r] = (1 / rate, 1 / best_formula, found.x * qp)
    cubic_rate = kinetic_rates(Q, alpha, alpha, beta3, t=t)[0]
    assert np.isclose(cubic_rate, 1.5 * diff * q3**2, rtol=tol)
    if t == tau:
        cubic_life = 1 / cubic_rate

# At equality the helix rate vanishes for weak and for strong scattering.
for t in (tau, 50 * tau):
    assert abs(kinetic_rates(Q, alpha, alpha, t=t)[0] * t) < 1e-10
assert abs(kinetic_rates(Q, alpha, -alpha, direction=3 * np.pi / 4)[0] * tau) < 1e-10
uniform_rates = kinetic_rates(0, alpha, alpha)
assert abs(uniform_rates[0] * tau) < 1e-10
assert np.allclose(uniform_rates[1:], D * Q**2, rtol=0.03)

# ---- Angular harmonics of the bulk Dresselhaus field in a well ----
phi = rng.uniform(0, 2 * np.pi, 20)
k, kz2, gamma = 0.8, 2.3, 1.7
kx, ky = k * np.cos(phi), k * np.sin(phi)
bulk = gamma * np.array([kx * (ky**2 - kz2), ky * (kz2 - kx**2)])
linear = -gamma * (kz2 - k**2 / 4) * np.array([kx, -ky])
third = -gamma * k**3 / 4 * np.array([np.cos(3 * phi), np.sin(3 * phi)])
assert np.allclose(bulk, linear + third)

# ---- Output ----
print("Linear invariants in C2v, D2d, C4v:", *[int(n_inv[g]) for g in groups])
print(f"Mass: {mass_ratio} electron masses")
print(f"Rashba alpha: {alpha} meV nm")
print(f"Sheet density: {density} nm^-2")
print(f"Scattering time tau: {tau} ps")
print(f"hbar^2/m: {h2m:.1f} meV nm^2")
print(f"Fermi wavenumber: {kF:.4f} nm^-1")
print(f"Fermi velocity: {v:.1f} nm/ps")
print(f"Fermi energy: {h2m * kF**2 / 2:.2f} meV")
print(f"Largest spin splitting at equality: {4 * alpha * kF:.3f} meV")
print(f"Shift Q = 4 m alpha/hbar^2: {Q:.4e} nm^-1")
print(f"Helix pitch 2 pi/Q: {2 * np.pi / Q:.0f} nm = {2e-3 * np.pi / Q:.2f} um")
print(f"Band minimum at equality: {band_min * 1e3:.4f} ueV")
print(f"Mean free path: {v * tau:.1f} nm")
print(f"Q times mean free path: {Q * v * tau:.4f}")
print(f"Diffusion constant D: {D:.0f} nm^2/ps")
print(f"Uniform z-spin lifetime at equality, formula: {1 / (D * Q**2):.1f} ps")
print(f"Same, kinetic operator: {1 / uniform_rates[1]:.1f} ps")
print("Best helix: beta/alpha, kinetic life (ps), formula life (ps), q (nm^-1)")
for r in ratios:
    print(f"  {r:.1f}  {best[r][0]:.1f}  {best[r][1]:.1f}  {best[r][2]:.3e}")
print(f"Equality, |helix rate| times tau: {abs(kinetic_rates(Q, alpha, alpha)[0] * tau):.0e}")
print(f"Cubic strength beta3: {beta3:.3f} meV nm")
print(f"Helix life with beta3, kinetic operator: {cubic_life:.0f} ps")
print(f"Helix life with beta3, formula: {1 / (1.5 * D * q3**2):.0f} ps")
print(f"Square loop side: {side:.0f} nm")
print(f"Net loop rotation at beta = alpha/2: {loop_angle:.1f} degrees")
print("Box (hbar = m = 1, side 2 pi), Q = 2, times 0 to 12:")
print(f"  helix, alpha = beta = 0.5, largest change: {np.max(np.abs(helix_equal - 1)):.0e}")
print(f"  helix, alpha = 0.75, beta = 0.25, minimum: {helix_unequal.min():.3f}")
print(f"  uniform z spin, alpha = beta = 0.5, minimum: {uniform_equal.min():.3f}")
print(f"  lowest level without coupling: {reference[0]:.5f}")
print(f"  lowest level, alpha = beta = 0.5: {equal[0][0]:.5f}")
print("every check passed")
```

Running it gives:

```
Linear invariants in C2v, D2d, C4v: 2 1 1
Mass: 0.07 electron masses
Rashba alpha: 0.4 meV nm
Sheet density: 0.005 nm^-2
Scattering time tau: 0.2 ps
hbar^2/m: 1088.6 meV nm^2
Fermi wavenumber: 0.1772 nm^-1
Fermi velocity: 293.1 nm/ps
Fermi energy: 17.10 meV
Largest spin splitting at equality: 0.284 meV
Shift Q = 4 m alpha/hbar^2: 1.4698e-03 nm^-1
Helix pitch 2 pi/Q: 4275 nm = 4.27 um
Band minimum at equality: -0.2940 ueV
Mean free path: 58.6 nm
Q times mean free path: 0.0862
Diffusion constant D: 8593 nm^2/ps
Uniform z-spin lifetime at equality, formula: 53.9 ps
Same, kinetic operator: 53.8 ps
Best helix: beta/alpha, kinetic life (ps), formula life (ps), q (nm^-1)
  0.0  492.9  492.5  7.118e-04
  0.5  1750.1  1748.1  1.102e-03
  0.8  10806.9  10790.5  1.323e-03
  0.9  43182.7  43110.4  1.396e-03
Equality, |helix rate| times tau: 1e-16
Cubic strength beta3: 0.040 meV nm
Helix life with beta3, kinetic operator: 14384 ps
Helix life with beta3, formula: 14365 ps
Square loop side: 2000 nm
Net loop rotation at beta = alpha/2: 74.8 degrees
Box (hbar = m = 1, side 2 pi), Q = 2, times 0 to 12:
  helix, alpha = beta = 0.5, largest change: 7e-16
  helix, alpha = 0.75, beta = 0.25, minimum: 0.636
  uniform z spin, alpha = beta = 0.5, minimum: -0.039
  lowest level without coupling: -1.37905
  lowest level, alpha = beta = 0.5: -1.87905
every check passed
```
